# Projected positions, non-Abelian Berry curvature and Wannier functions in two dimensions: test program

```python
"""
Result under test: for an isolated group of bands with projector P,
    [PxP, PyP] = i * Omega(k),
    Omega = d_x A_y - d_y A_x - i [A_x, A_y],   A_j = i <u_m | d_j u_n>,
so Wannier functions diagonalize both projected positions only if Omega = 0.

Model: square lattice, constant a, four orbitals per cell,
    H(k) = sum_i d_i(k) Gamma_i   (anticommuting Gamma_i),
    d = (vx sin kx a, vy sin ky a, M + B(2 - cos kx a - cos ky a),
         w sin (kx+ky)a).
The lower two bands are filled.  Position is diagonal in the orbitals.
Lengths are in angstrom, energies in eV, k in 1/angstrom.
"""
import numpy as np
from scipy.constants import physical_constants, angstrom

a = 4.0
v, w, M, B = 1.0, 0.8, 1.5, 0.5
MODEL = (v, v, w, M, B)
ONE_SPIN = (v, v, 0.0, M, B)      # spin blocks decouple
FLAT = (v, 0.0, 0.0, M, B)        # d stays in a plane
STEP = 2e-4                      # finite-difference step in k
n = 41                           # odd k mesh

s0 = np.eye(2, dtype=complex)
sx = np.array([[0, 1], [1, 0]], dtype=complex)
sy = np.array([[0, -1j], [1j, 0]])
sz = np.diag([1.0, -1.0]).astype(complex)
GAMMA = np.array([np.kron(sx, sz), np.kron(sy, s0),
                  np.kron(sz, s0), np.kron(sx, sx)])
ON_SITE = np.zeros((4, 2))
DISPLACED = a * np.array([[0, 0], [0.1, 0], [0.3, 0.1], [0.2, -0.2]])


def dagger(m):
    return np.conj(np.swapaxes(m, -1, -2))


def d_vector(kx, ky, p):
    vx, vy, ww, mm, bb = p
    return np.stack([vx * np.sin(kx * a), vy * np.sin(ky * a),
                     mm + bb * (2 - np.cos(kx * a) - np.cos(ky * a)),
                     ww * np.sin((kx + ky) * a)], axis=-1)


def unit_d(kx, ky, p):
    d = d_vector(kx, ky, p)
    return d / np.linalg.norm(d, axis=-1, keepdims=True)


def projector(kx, ky, p, tau=ON_SITE):
    proj = 0.5 * (np.eye(4) - np.einsum('...i,iab->...ab',
                                        unit_d(kx, ky, p), GAMMA))
    phase = np.exp(-1j * (np.asarray(kx)[..., None] * tau[:, 0]
                          + np.asarray(ky)[..., None] * tau[:, 1]))
    return phase[..., :, None] * proj * phase.conj()[..., None, :]


def k_derivatives(func, kx, ky):
    fx = (func(kx + STEP, ky) - func(kx - STEP, ky)) / (2 * STEP)
    fy = (func(kx, ky + STEP) - func(kx, ky - STEP)) / (2 * STEP)
    return fx, fy


def curvature_operator(kx, ky, p, tau=ON_SITE):
    proj = projector(kx, ky, p, tau)
    px, py = k_derivatives(lambda x, y: projector(x, y, p, tau), kx, ky)
    return 1j * proj @ (px @ py - py @ px) @ proj


def smooth_frame(kx, ky, p):
    """Filled states projected from the two lower orbitals."""
    cols = projector(kx, ky, p)[..., :, 2:]
    val, vec = np.linalg.eigh(dagger(cols) @ cols)
    return cols @ (vec / np.sqrt(val)[..., None, :]) @ dagger(vec)


def twist(kx, ky):
    """A smooth periodic change of frame in U(2)."""
    al = np.asarray(0.4 * np.sin(a * kx) + 0.2 * np.cos(a * ky))
    be = np.asarray(0.3 * np.sin(a * ky) - 0.2 * np.cos(a * kx))
    al, be = al[..., None, None], be[..., None, None]
    return ((np.cos(al) * s0 + 1j * np.sin(al) * sx)
            @ (np.cos(be) * s0 + 1j * np.sin(be) * sz))


def connection(frame, kx, ky):
    u = frame(kx, ky)
    ux, uy = k_derivatives(frame, kx, ky)
    return np.stack([1j * dagger(u) @ ux, 1j * dagger(u) @ uy])


def curvature_parts(frame, kx, ky):
    ax, ay = connection(frame, kx, ky)
    dx, dy = k_derivatives(lambda x, y: connection(frame, x, y), kx, ky)
    return dx[1] - dy[0], -1j * (ax @ ay - ay @ ax)


k_line = 2 * np.pi * np.arange(n) / (n * a)
KX, KY = np.meshgrid(k_line, k_line, indexing='ij')
cells = np.rint(np.fft.fftfreq(n) * n)
RX, RY = np.meshgrid(a * cells, a * cells, indexing='ij')
R2 = RX**2 + RY**2
R2_SAFE = np.where(R2 > 0, R2, 1.0)


def wannier(u):
    return np.fft.ifft2(u, axes=(0, 1))


def position_elements(u):
    """<W_R m | (x, y) | W_0 n> by explicit real-space sums."""
    wf = wannier(u)
    nb = wf.shape[-1]
    moved = np.concatenate([RX[..., None, None] * wf,
                            RY[..., None, None] * wf],
                           axis=-1).reshape(-1, 2 * nb)
    out = np.empty((n, n, 2, nb, nb), dtype=complex)
    for i in range(n):
        for j in range(n):
            bra = np.roll(wf, (i, j), axis=(0, 1)).reshape(-1, nb)
            both = bra.conj().T @ moved
            out[i, j, 0], out[i, j, 1] = both[:, :nb], both[:, nb:]
    return out


def off_diagonal_sum(elements):
    diag = np.einsum('jnn->jn', elements[0, 0])
    rest = elements.copy()
    for b in range(elements.shape[-1]):
        rest[0, 0, :, b, b] -= diag[:, b]
    return np.sum(np.abs(rest)**2)


# ---- Real-space commutator from its definition in open clusters ----
def cluster_projector(size, p):
    q = 2 * np.pi * np.arange(4) / (4 * a)
    qx, qy = np.meshgrid(q, q, indexing='ij')
    hk = np.einsum('xyi,iab->xyab', d_vector(qx, qy, p), GAMMA)
    ham = np.zeros((4 * size**2, 4 * size**2), dtype=complex)
    for i in (-1, 0, 1):
        for j in (-1, 0, 1):
            wave = np.exp(1j * a * (qx * i + qy * j))
            block = np.mean(wave[..., None, None] * hk, axis=(0, 1))
            ham += np.kron(np.kron(np.eye(size, k=-i),
                                   np.eye(size, k=-j)), block)
    energy, states = np.linalg.eigh(ham)
    assert np.sum(energy < 0) == 2 * size**2
    assert np.min(np.abs(energy)) > 0.5
    filled = states[:, energy < 0]
    return filled @ filled.conj().T


def cluster_columns(proj, size, tau):
    """Columns of PxPyP - PyPxP and PyQxP - PxQyP at the central cell."""
    r = a * (np.arange(size) - size // 2)
    x = (r[:, None, None] + np.zeros((1, size, 1)) + tau[:, 0]).ravel()
    y = (r[None, :, None] + np.zeros((size, 1, 1)) + tau[:, 1]).ravel()
    start = 4 * ((size // 2) * size + size // 2)
    c = proj[:, start:start + 4]
    xc, yc = x[:, None] * c, y[:, None] * c
    pxc, pyc = proj @ xc, proj @ yc
    direct = proj @ (x[:, None] * pyc) - proj @ (y[:, None] * pxc)
    via_q = (proj @ (y[:, None] * (xc - pxc))
             - proj @ (x[:, None] * (yc - pyc)))
    assert np.max(np.abs(direct - via_q)) < 1e-9
    return direct.reshape(size, size, 4, 4)


def cluster_error(proj, size, tau):
    found = cluster_columns(proj, size, tau)
    omega = curvature_operator(KX, KY, MODEL, tau)
    dtx = tau[:, None, 0] - tau[None, :, 0]
    dty = tau[:, None, 1] - tau[None, :, 1]
    worst, scale, mid = 0.0, 0.0, size // 2
    for i in range(-3, 4):
        for j in range(-3, 4):
            wave = np.exp(1j * (KX[..., None, None] * (a * i + dtx)
                                + KY[..., None, None] * (a * j + dty)))
            expected = np.mean(wave * 1j * omega, axis=(0, 1))
            diff = found[mid + i, mid + j] - expected
            worst = max(worst, np.max(np.abs(diff)))
            scale = max(scale, np.max(np.abs(expected)))
    return worst / scale, found


P_small = cluster_projector(9, MODEL)
P_large = cluster_projector(17, MODEL)
err_small, _ = cluster_error(P_small, 9, ON_SITE)
err_large, columns = cluster_error(P_large, 17, ON_SITE)
err_moved, _ = cluster_error(P_large, 17, DISPLACED)
# Remaining error comes from the cluster edges and falls with size.
assert err_large < 0.01 and err_moved < 0.01
assert err_large < err_small / 3

# ---- Connection, curvature and change of frame ----
def frame_a(x, y):
    return smooth_frame(x, y, MODEL)


def frame_b(x, y):
    return smooth_frame(x, y, MODEL) @ twist(x, y)


u = frame_a(KX, KY)
omega_op = curvature_operator(KX, KY, MODEL)
omega = dagger(u) @ omega_op @ u
curl_a, comm_a = curvature_parts(frame_a, KX, KY)
curl_b, comm_b = curvature_parts(frame_b, KX, KY)
V = twist(KX, KY)
err_formula = np.max(np.abs(curl_a + comm_a - omega))
err_frame = np.max(np.abs(curl_b + comm_b - dagger(V) @ omega @ V))
err_curl = np.max(np.abs(curl_b - dagger(V) @ curl_a @ V))
assert err_formula < 1e-3 and err_frame < 1e-3
assert np.max(np.abs(comm_a)) > 20 * err_formula
assert err_curl > 100 * err_frame

elements = position_elements(u)
A = connection(frame_a, KX, KY)
A_R = np.moveaxis(np.fft.ifft2(A, axes=(1, 2)), 0, 2)
err_position = np.max(np.abs(elements - A_R))
assert err_position < 1e-4
off_two = off_diagonal_sum(elements)

# Eigenvalues of the curvature from the area swept by the unit d vector.
eig = np.linalg.eigvalsh(omega)
dx, dy = k_derivatives(lambda x, y: unit_d(x, y, MODEL), KX, KY)
area2 = (np.sum(dx**2, -1) * np.sum(dy**2, -1) - np.sum(dx * dy, -1)**2)
half_area = 0.5 * np.sqrt(np.maximum(area2, 0))
assert np.max(np.abs(eig[..., 1] - half_area)) < 1e-4
assert np.max(np.abs(eig[..., 0] + half_area)) < 1e-4
hand_gamma = a**2 * v * np.sqrt(v**2 + 2 * w**2) / (2 * M**2)
assert abs(hand_gamma - eig[0, 0, 1]) < 1e-4
max_trace = np.max(np.abs(np.trace(omega, axis1=-2, axis2=-1)))
assert max_trace < 1e-6
norm_k = np.mean(np.sum(np.abs(omega)**2, axis=(-2, -1)))
norm_r = np.sum(np.abs(columns)**2)
assert abs(norm_r / norm_k - 1) < 0.01

# ---- One band: least off-diagonal spread ----
u1 = smooth_frame(KX, KY, ONE_SPIN)[..., :1]
om1 = (dagger(u1) @ curvature_operator(KX, KY, ONE_SPIN) @ u1)[..., 0, 0].real
chern = np.sum(om1) * (2 * np.pi / (n * a))**2 / (2 * np.pi)
assert abs(chern) < 1e-5
om1_R = np.fft.ifft2(om1)
least = np.sum(np.where(R2 > 0, np.abs(om1_R)**2 / R2_SAFE, 0))
start_phase = 0.3 * np.sin(a * KX) + 0.2 * np.cos(a * (KX + KY))
u_start = u1 * np.exp(1j * start_phase)[..., None, None]
el_start = position_elements(u_start)
phi_R = 1j * (RX * el_start[:, :, 0, 0, 0]
              + RY * el_start[:, :, 1, 0, 0]) / R2_SAFE
phi_R[0, 0] = 0
phi = np.fft.fft2(phi_R)
assert np.max(np.abs(phi.imag)) < 1e-5
u_best = u_start * np.exp(1j * phi.real)[..., None, None]
el_best = position_elements(u_best)
off_start, off_best = off_diagonal_sum(el_start), off_diagonal_sum(el_best)


def total_spread(u_in, el):
    density = np.sum(np.abs(wannier(u_in))**2, axis=(-2, -1))
    return np.sum(R2 * density) - np.sum(np.abs(el[0, 0, :, 0, 0])**2)


spread_start = total_spread(u_start, el_start)
spread_best = total_spread(u_best, el_best)
assert abs(off_best - least) < 1e-4
assert off_start > off_best + 1e-3 and least > 1e-3
assert abs((spread_start - off_start) - (spread_best - off_best)) < 1e-4
rng = np.random.default_rng(4)
for _ in range(3):
    c = 0.1 * rng.normal(size=3)
    extra = (c[0] * np.sin(a * KX) + c[1] * np.cos(a * KY)
             + c[2] * np.sin(a * (KX - KY)))
    trial = u_best * np.exp(1j * extra)[..., None, None]
    assert off_diagonal_sum(position_elements(trial)) > off_best

# ---- Flat two-band case: parallel transport diagonalizes both ----
P_flat = projector(KX, KY, FLAT)
flat_curvature = np.max(np.abs(curvature_operator(KX, KY, FLAT)))
assert flat_curvature < 1e-6
u_flat = np.empty((n, n, 4, 2), dtype=complex)
mix = np.linalg.qr(rng.normal(size=(2, 2)) + 1j * rng.normal(size=(2, 2)))[0]
u_flat[0, 0] = smooth_frame(0.0, 0.0, FLAT) @ mix


def transport(proj, previous):
    left, _, right = np.linalg.svd(proj @ previous, full_matrices=False)
    return left @ right


for i in range(n):
    if i > 0:
        u_flat[i, 0] = transport(P_flat[i, 0], u_flat[i - 1, 0])
    for j in range(1, n):
        u_flat[i, j] = transport(P_flat[i, j], u_flat[i, j - 1])
off_flat = off_diagonal_sum(position_elements(u_flat))
wf_flat = wannier(u_flat)
width_flat = np.sum(R2[..., None, None] * np.abs(wf_flat)**2) / 2
assert off_flat < 1e-8 and width_flat > 0.01

# ---- Worked numbers ----
ks = (0.3, 0.2)
curl_s, comm_s = curvature_parts(frame_a, *ks)
us = frame_a(*ks)
full_s = dagger(us) @ curvature_operator(*ks, MODEL) @ us
assert np.max(np.abs(curl_s + comm_s - full_s)) < 1e-3


def pauli(m):
    c = [np.trace(m @ s).real / 2 for s in (sx, sy, sz)]
    return "(%.4f, %.4f, %.4f)" % tuple(c)


bohr = physical_constants['Bohr radius'][0] / angstrom
gap = 2 * np.min(np.linalg.norm(d_vector(KX, KY, MODEL), axis=-1))
print(f"lattice constant a = {a:.1f} angstrom")
print(f"v = {v:.1f} eV, w = {w:.1f} eV, M = {M:.1f} eV, B = {B:.1f} eV")
print(f"k mesh = {n} x {n} points")
print(f"smallest direct gap = {gap:.3f} eV")
print("TWO FILLED BANDS")
print(f"curvature eigenvalues at k=0: {eig[0,0,0]:.4f}, "
      f"{eig[0,0,1]:.4f} angstrom^2")
print(f"hand formula at k=0 = {hand_gamma:.4f} angstrom^2")
print(f"same in atomic units = {hand_gamma / bohr**2:.3f} bohr^2")
print(f"largest |trace of curvature| = {max_trace:.1e} angstrom^2")
print(f"zone average of Tr Omega^2 = {norm_k:.4f} angstrom^4")
print(f"same from 17 x 17 cluster = {norm_r:.4f} angstrom^4")
print(f"sample k = ({ks[0]:.1f}, {ks[1]:.1f}) 1/angstrom")
print("Pauli components (x, y, z) there, in angstrom^2:")
print("  curl of A      ", pauli(curl_s))
print("  -i[A_x, A_y]   ", pauli(comm_s))
print("  full curvature ", pauli(full_s))
print(f"off-diagonal position sum, projected frame = "
      f"{off_two:.4f} angstrom^2 per cell")
print("CHECKS OF THE COMMUTATOR")
print(f"relative error, 9 x 9 cluster = {err_small:.1e}")
print(f"relative error, 17 x 17 cluster = {err_large:.1e}")
print(f"relative error, displaced orbitals = {err_moved:.1e}")
print(f"frame-change error, full curvature = {err_frame:.1e} angstrom^2")
print(f"frame-change error, curl alone = {err_curl:.3f} angstrom^2")
print(f"position element error = {err_position:.1e} angstrom")
print("ONE BAND (w = 0, one spin block)")
print(f"curvature at k=0 = {om1[0,0]:.4f} angstrom^2")
print(f"curvature range = {om1.min():.4f} to {om1.max():.4f} angstrom^2")
print(f"|Chern number| = {abs(chern):.1e}")
print(f"off-diagonal sum, starting phases = {off_start:.5f} angstrom^2")
print(f"off-diagonal sum, best phases = {off_best:.5f} angstrom^2")
print(f"least value from curvature = {least:.5f} angstrom^2")
print(f"total spread, starting phases = {spread_start:.5f} angstrom^2")
print(f"total spread, best phases = {spread_best:.5f} angstrom^2")
print(f"irreducible share of best spread = {100*least/spread_best:.2f} %")
print("FLAT TWO-BAND CASE (vy = w = 0)")
print(f"largest curvature element = {flat_curvature:.1e} angstrom^2")
print(f"off-diagonal position sum = {off_flat:.1e} angstrom^2 per cell")
print(f"mean square radius per function = {width_flat:.4f} angstrom^2")
print("PASS")
```

It prints:

```
lattice constant a = 4.0 angstrom
v = 1.0 eV, w = 0.8 eV, M = 1.5 eV, B = 0.5 eV
k mesh = 41 x 41 points
smallest direct gap = 3.000 eV
TWO FILLED BANDS
curvature eigenvalues at k=0: -5.3688, 5.3688 angstrom^2
hand formula at k=0 = 5.3688 angstrom^2
same in atomic units = 19.172 bohr^2
largest |trace of curvature| = 1.8e-15 angstrom^2
zone average of Tr Omega^2 = 2.1073 angstrom^4
same from 17 x 17 cluster = 2.1073 angstrom^4
sample k = (0.3, 0.2) 1/angstrom
Pauli components (x, y, z) there, in angstrom^2:
  curl of A       (-0.5043, 0.2423, 0.1301)
  -i[A_x, A_y]    (0.0327, -0.0251, -0.0255)
  full curvature  (-0.4716, 0.2171, 0.1046)
off-diagonal position sum, projected frame = 0.0712 angstrom^2 per cell
CHECKS OF THE COMMUTATOR
relative error, 9 x 9 cluster = 2.2e-03
relative error, 17 x 17 cluster = 1.2e-06
relative error, displaced orbitals = 1.2e-06
frame-change error, full curvature = 2.7e-06 angstrom^2
frame-change error, curl alone = 4.065 angstrom^2
position element error = 1.4e-08 angstrom
ONE BAND (w = 0, one spin block)
curvature at k=0 = 3.5556 angstrom^2
curvature range = -1.2774 to 3.5556 angstrom^2
|Chern number| = 2.4e-09
off-diagonal sum, starting phases = 1.37465 angstrom^2
off-diagonal sum, best phases = 0.01456 angstrom^2
least value from curvature = 0.01456 angstrom^2
total spread, starting phases = 2.00207 angstrom^2
total spread, best phases = 0.64198 angstrom^2
irreducible share of best spread = 2.27 %
FLAT TWO-BAND CASE (vy = w = 0)
largest curvature element = 3.0e-24 angstrom^2
off-diagonal position sum = 3.4e-19 angstrom^2 per cell
mean square radius per function = 0.3406 angstrom^2
PASS
```
